# Melting-point depression of a 10 nm tin particle: verification in Python

```python
# Result under test: a solid sphere of radius r in its own melt is in (unstable)
# equilibrium at a temperature lower than the bulk melting point by
#     depression = 2 * gamma * V_s * T_m / (H_f * r)
# gamma: solid-liquid interface energy, V_s: molar volume of the solid,
# H_f: molar fusion heat, T_m: bulk melting point. SI units inside the program.
# The numerical side uses only the total free energy and the Gibbs-Helmholtz
# relation; the derived formulas are compared with it.
import numpy as np
from scipy.constants import N_A, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

nm = 1e-9
gamma = 0.055          # J/m2
V_s = 16.3e-6          # m3/mol
H_f = 7030.0           # J/mol
T_m = 505.0            # K
R0 = 10 * nm           # reference radius

# Rough typical values, used only to size neglected effects
gamma_lv = 0.55        # liquid surface energy, J/m2
expansion_melt = 0.025 # relative volume increase on melting
V_l = V_s * (1 + expansion_melt)
gamma_spread = 0.20    # relative uncertainty of gamma
delta = 0.2 * nm       # curvature length of the interface energy
alpha_linear = 23e-6   # linear thermal expansion, 1/K
T_room = 298.0         # K
delta_cp = 2.0         # liquid minus solid heat capacity, J/(mol K)
bulk_modulus = 55e9    # Pa


def driving_force(T, dcp=0.0):
    """mu_liquid - mu_solid from quadrature of the Gibbs-Helmholtz relation."""
    integral = quad(lambda t: (H_f + dcp * (t - T_m)) / t**2, T, T_m,
                    epsabs=1e-13, epsrel=1e-12)[0]
    return T * integral


def sphere_energy(r, dmu, curv=0.0):
    """Free energy of a solid sphere relative to the same amount of melt."""
    moles = 4 * np.pi * r**3 / (3 * V_s)
    return -moles * dmu + 4 * np.pi * r**2 * gamma * (1 - 2 * curv / r)


def slope(r, T, dcp=0.0, curv=0.0):
    h = 1e-4 * r
    dmu = driving_force(T, dcp)
    return (sphere_energy(r + h, dmu, curv)
            - sphere_energy(r - h, dmu, curv)) / (2 * h)


def numerical_depression(r, dcp=0.0, curv=0.0):
    scale = 8 * np.pi * r * gamma
    return T_m - brentq(lambda T: slope(r, T, dcp, curv) / scale, 350, T_m)


def formula_depression(r):
    return 2 * gamma * V_s * T_m / (H_f * r)


# Driving force: quadrature against the linear law
for T in (400.0, 450.0, 492.0):
    assert np.isclose(driving_force(T), H_f * (1 - T / T_m), rtol=1e-9)

# Depression for several radii: stationary free energy against the formula
radii = np.array([5.0, 10.0, 20.0]) * nm
for r in radii:
    assert np.isclose(numerical_depression(r), formula_depression(r), rtol=1e-6)
dT = formula_depression(R0)
dT_diameter = formula_depression(R0 / 2)
assert abs(dT - 13) < 0.5          # the quoted value holds for the radius
assert abs(dT_diameter - 13) > 10  # and fails for the diameter

# Excess pressure: work of enlarging the interface per volume gained
h = 1e-4 * R0
area_change = 4 * np.pi * ((R0 + h)**2 - (R0 - h)**2)
volume_change = 4 * np.pi / 3 * ((R0 + h)**3 - (R0 - h)**3)
pressure = 2 * gamma / R0
assert np.isclose(gamma * area_change / volume_change, pressure, rtol=1e-6)

# The equilibrium is a maximum; hotter spheres shrink, colder ones grow
T_eq = T_m - dT
dmu_eq = driving_force(T_eq)
peak = minimize_scalar(lambda x: -sphere_energy(x * nm, dmu_eq) / 1e-17,
                       bounds=(1, 14), method="bounded",
                       options={"xatol": 1e-8})
assert abs(peak.x * nm / R0 - 1) < 1e-5
assert slope(R0, T_eq + 1) > 0 and slope(R0, T_eq - 1) < 0

# Equal total free energies of wholly solid and wholly liquid particle
T_equal = brentq(lambda T: sphere_energy(R0, driving_force(T)) / 1e-17, 350, T_m)
dT_equal = 3 * gamma * V_s * T_m / (H_f * R0)
assert np.isclose(T_m - T_equal, dT_equal, rtol=1e-8)
dmu_equal = driving_force(T_equal)
top = minimize_scalar(lambda x: -sphere_energy(x * nm, dmu_equal) / 1e-17,
                      bounds=(1, 10), method="bounded",
                      options={"xatol": 1e-8})
barrier = 16 * np.pi * R0**2 * gamma / 27
assert np.isclose(-top.fun * 1e-17, barrier, rtol=1e-7)
assert np.isclose(top.x * nm, 2 * R0 / 3, rtol=1e-5)
barrier_kT = barrier / (k_B * T_equal)
assert barrier_kT > 100


# Free particle: solid core r, liquid skin out to R, fixed amount of tin
def skin_formula(r, R):
    return T_m / H_f * (2 * gamma * V_s / r - 2 * gamma_lv * (V_l - V_s) / R)


def skin_numerical(r, R):
    ball = 4 * np.pi / 3
    n_total = ball * r**3 / V_s + ball * (R**3 - r**3) / V_l

    def energy(core, dmu):
        n_solid = ball * core**3 / V_s
        volume = n_solid * V_s + (n_total - n_solid) * V_l
        outer = (volume / ball)**(1 / 3)
        return (-n_solid * dmu + 4 * np.pi * core**2 * gamma
                + 4 * np.pi * outer**2 * gamma_lv)

    def core_slope(T):
        step = 1e-4 * r
        dmu = driving_force(T)
        return (energy(r + step, dmu) - energy(r - step, dmu)) / (
            2 * step * 8 * np.pi * r * gamma)

    return T_m - brentq(core_slope, 350, T_m)


for core in (9.0 * nm, 9.99 * nm):
    assert np.isclose(skin_numerical(core, R0), skin_formula(core, R0), rtol=1e-5)
dT_thin = skin_formula(R0, R0)
dT_skin = skin_formula(R0 - 1 * nm, R0)
assert dT_thin < dT

# Smaller neglected effects
shift_curv = numerical_depression(R0, curv=delta) - dT
assert np.isclose(shift_curv, -dT * delta / R0, rtol=1e-4)
shift_cp = numerical_depression(R0, dcp=delta_cp) - dT
assert np.isclose(shift_cp, delta_cp * dT**2 / (2 * H_f), rtol=0.05)
shift_expansion = dT * 3 * alpha_linear * (T_m - T_room)
shift_compress = dT * pressure / (2 * bulk_modulus)
atoms = 4 * np.pi * R0**3 / (3 * V_s) * N_A

print(f"Interface energy: {gamma:.3f} J/m2")
print(f"Molar volume of solid: {V_s*1e6:.1f} cm3/mol")
print(f"Fusion heat: {H_f/1e3:.2f} kJ/mol")
print(f"Bulk melting point: {T_m:.0f} K")
print(f"Length gamma*V_s/H_f: {gamma*V_s/H_f/nm:.4f} nm")
print(f"Constant C in depression = C/radius: {dT*R0/nm:.1f} K nm")
for r in radii:
    print(f"Depression, radius {r/nm:.0f} nm (diameter {2*r/nm:.0f} nm): "
          f"{formula_depression(r):.2f} K")
print(f"Same, from free-energy root, radius 10 nm: {numerical_depression(R0):.2f} K")
print(f"Melting temperature, radius 10 nm: {T_eq:.1f} K")
print(f"Melting temperature, diameter 10 nm: {T_m-dT_diameter:.1f} K")
print("All further lines: radius 10 nm")
print(f"Driving force at melting: {dmu_eq:.1f} J/mol")
print(f"Excess pressure in solid: {pressure/1e6:.1f} MPa")
print(f"Atoms in particle: {atoms:.2e}")
print(f"Depression for equal total free energies: {dT_equal:.2f} K")
print(f"Barrier there: {barrier:.2e} J")
print(f"Barrier there over k_B T: {barrier_kT:.0f}")
print(f"Rough liquid surface energy: {gamma_lv:.2f} J/m2")
print(f"Rough expansion on melting: {100*expansion_melt:.1f} percent")
print(f"Pressure from outer liquid surface: {2*gamma_lv/R0/1e6:.0f} MPa")
print(f"Depression, vanishing liquid skin: {dT_thin:.2f} K")
print(f"Change due to outer surface: {dT_thin-dT:.2f} K")
print(f"Depression, 1 nm skin inside outer radius 10 nm: {dT_skin:.2f} K")
print(f"Rough uncertainty of gamma: {100*gamma_spread:.0f} percent")
print(f"Resulting uncertainty: +/- {gamma_spread*dT:.2f} K")
print(f"Rough curvature length: {delta/nm:.1f} nm")
print(f"Change for positive curvature length: {shift_curv:.2f} K")
print(f"Rough linear thermal expansion: {alpha_linear*1e6:.0f} 1e-6/K")
print(f"Change from expansion, {T_room:.0f} K to melting: {shift_expansion:.2f} K")
print(f"Rough heat-capacity difference: {delta_cp:.1f} J/(mol K)")
print(f"Change from heat capacity: {shift_cp:.3f} K")
print(f"Rough bulk modulus: {bulk_modulus/1e9:.0f} GPa")
print(f"Size of compressibility effect: {shift_compress:.4f} K")
print("verified")
```

Printed output:

```
Interface energy: 0.055 J/m2
Molar volume of solid: 16.3 cm3/mol
Fusion heat: 7.03 kJ/mol
Bulk melting point: 505 K
Length gamma*V_s/H_f: 0.1275 nm
Constant C in depression = C/radius: 128.8 K nm
Depression, radius 5 nm (diameter 10 nm): 25.76 K
Depression, radius 10 nm (diameter 20 nm): 12.88 K
Depression, radius 20 nm (diameter 40 nm): 6.44 K
Same, from free-energy root, radius 10 nm: 12.88 K
Melting temperature, radius 10 nm: 492.1 K
Melting temperature, diameter 10 nm: 479.2 K
All further lines: radius 10 nm
Driving force at melting: 179.3 J/mol
Excess pressure in solid: 11.0 MPa
Atoms in particle: 1.55e+05
Depression for equal total free energies: 19.32 K
Barrier there: 1.02e-17 J
Barrier there over k_B T: 1527
Rough liquid surface energy: 0.55 J/m2
Rough expansion on melting: 2.5 percent
Pressure from outer liquid surface: 110 MPa
Depression, vanishing liquid skin: 9.66 K
Change due to outer surface: -3.22 K
Depression, 1 nm skin inside outer radius 10 nm: 11.09 K
Rough uncertainty of gamma: 20 percent
Resulting uncertainty: +/- 2.58 K
Rough curvature length: 0.2 nm
Change for positive curvature length: -0.26 K
Rough linear thermal expansion: 23 1e-6/K
Change from expansion, 298 K to melting: 0.18 K
Rough heat-capacity difference: 2.0 J/(mol K)
Change from heat capacity: 0.024 K
Rough bulk modulus: 55 GPa
Size of compressibility effect: 0.0013 K
verified
```
